# Isolated Defect Energy and Uniaxial Screening from Three Supercells: a program that tests the result

```python
"""
Result under test: a point charge q in a tetragonal a*a*c supercell of a
uniaxial dielectric, with neutralizing background, has the energy
    E = E_iso - (C q^2/2) A(t) / (g a),
    g = sqrt(eps_p eps_z), s = sqrt(eps_p/eps_z), t = s c/a,
    A(t) = alpha - pi t/3 - 2 sum' 1/(rho (exp(2 pi rho t)-1)).
Here eps_p is in-plane, eps_z axial, C = e^2/(4 pi eps0) in eV nm,
rho runs over the nonzero square-lattice vectors (m,n), and
alpha = -4 zeta(1/2) beta(1/2). Three cells can give E_iso, eps_p, eps_z.
The program tests this inversion, its conditioning and its model errors.
Lengths are in nm and energies in eV.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9
charge = 1
half = 0.5 * COULOMB * charge**2
beta_half = (mp.zeta(0.5, 0.25) - mp.zeta(0.5, 0.75)) / 2
alpha = float(-4 * mp.zeta(0.5) * beta_half)

# Square-lattice vectors grouped by length, complete up to radius 20
m, n = np.meshgrid(np.arange(-20, 21), np.arange(-20, 21))
squares = (m**2 + n**2).ravel()
squares = squares[(squares > 0) & (squares <= 400)]
squares, count = np.unique(squares, return_counts=True)
rho = np.sqrt(squares)


def layer_A(t):
    decay = np.exp(-2 * np.pi * rho * t)
    return alpha - np.pi * t / 3 - 2 * np.sum(count * decay / (rho * (1 - decay)))


def layer_A_slope(t):
    decay = np.exp(-2 * np.pi * rho * t)
    return -np.pi / 3 + 4 * np.pi * np.sum(count * decay / (1 - decay)**2)


def ewald_shift(cell, eps_p, eps_z, split=1.0):
    """Point-charge energy shift from the anisotropic tensor Ewald sum."""
    a, c = cell
    volume, root_det = a * a * c, eps_p * np.sqrt(eps_z)
    gamma = split * np.sqrt(np.pi) / (volume / root_det)**(1 / 3)
    k = np.arange(-10, 11)
    i, j, l = [x.ravel() for x in np.meshgrid(k, k, k, indexing="ij")]
    keep = (i != 0) | (j != 0) | (l != 0)
    i, j, l = i[keep], j[keep], l[keep]
    dist = np.sqrt((i**2 + j**2) * a**2 / eps_p + l**2 * c**2 / eps_z)
    g_eps_g = (2*np.pi)**2 * (eps_p * (i**2 + j**2) / a**2 + eps_z * l**2 / c**2)
    real = np.sum(erfc(gamma * dist) / dist) / root_det
    recip = 4*np.pi/volume * np.sum(np.exp(-g_eps_g / (4*gamma**2)) / g_eps_g)
    self_term = 2 * gamma / (np.sqrt(np.pi) * root_det)
    return half * (real + recip - self_term - np.pi / (volume * gamma**2))


def gaussian_shift(cell, eps_p, eps_z, width):
    """Periodic minus isolated energy of a spherical Gaussian charge."""
    a, c = cell
    g_max = 5.5 / width
    na, nc = [int(np.ceil(g_max * x / (2 * np.pi))) for x in (a, c)]
    gx = 2 * np.pi / a * np.arange(-na, na + 1)
    gz = 2 * np.pi / c * np.arange(-nc, nc + 1)
    perp2 = gx[:, None, None]**2 + gx[None, :, None]**2
    axial2 = gz[None, None, :]**2
    denominator = eps_p * perp2 + eps_z * axial2
    denominator[na, na, nc] = np.inf
    total = np.sum(np.exp(-width**2 * (perp2 + axial2)) / denominator)
    angular = quad(lambda u: 1 / (eps_p * (1 - u*u) + eps_z * u*u), -1, 1)[0]
    isolated = angular / (2 * np.sqrt(np.pi) * width)
    return half * (4 * np.pi / (a * a * c) * total - isolated)


def residual(s, cells, energies):
    b = [layer_A(s * c / a) / a for a, c in cells]
    return ((energies[1] - energies[0]) * (b[2] - b[0])
            - (energies[2] - energies[0]) * (b[1] - b[0]))


def solve(cells, energies):
    s = brentq(residual, 0.3, 4.0, args=(cells, energies), xtol=1e-12)
    b = [layer_A(s * c / a) / a for a, c in cells]
    inverse_g = -(energies[1] - energies[0]) / (half * (b[1] - b[0]))
    isolated = energies[0] + half * inverse_g * b[0]
    return np.array([isolated, s / inverse_g, 1 / (s * inverse_g)])


def jacobian(cells, eps_p, eps_z):
    """Derivatives with respect to E_iso, ln eps_p and ln eps_z."""
    g, s = np.sqrt(eps_p * eps_z), np.sqrt(eps_p / eps_z)
    rows = []
    for a, c in cells:
        t = s * c / a
        value, slope = layer_A(t), layer_A_slope(t)
        scale = half / (2 * g * a)
        rows.append([1, scale * (value - t*slope), scale * (value + t*slope)])
    return np.array(rows)


def amplification(cells, eps_p, eps_z):
    return np.linalg.norm(np.linalg.inv(jacobian(cells, eps_p, eps_z)), axis=1)


E_true, p_true, z_true = 3.0, 8.0, 4.0
truth = np.array([E_true, p_true, z_true])
g_true, s_true = np.sqrt(p_true * z_true), np.sqrt(p_true / z_true)
cells = [(1.2, 1.2), (1.2, 2.4), (2.4, 1.2)]

# Layer formula, Ewald sum and direct charge-density energy must agree
layer_error, split_error, density_error = 0.0, 0.0, 0.0
for cell in cells:
    a, c = cell
    ewald = ewald_shift(cell, p_true, z_true)
    layer = -half * layer_A(s_true * c / a) / (g_true * a)
    other = ewald_shift(cell, p_true, z_true, 1.2)
    narrow = gaussian_shift(cell, p_true, z_true, 0.04)
    broad = gaussian_shift(cell, p_true, z_true, 0.08)
    layer_error = max(layer_error, abs(layer - ewald))
    split_error = max(split_error, abs(other - ewald))
    density_error = max(density_error, abs((4*narrow - broad)/3 - ewald))
assert layer_error < 1e-9 and split_error < 1e-9
# Extrapolation to zero width leaves a fourth-order width error
assert density_error < 1e-4

# Exercise data and inversion
exact_data = np.array([E_true + ewald_shift(x, p_true, z_true) for x in cells])
data = np.round(exact_data, 4)
solution = solve(cells, data)
assert np.allclose(solve(cells, exact_data), truth, atol=1e-6)
assert abs(solution[0] - E_true) < 1e-3
assert np.max(np.abs(solution[1:] / truth[1:] - 1)) < 0.01
scan = np.array([residual(s, cells, data) for s in np.linspace(0.3, 4, 371)])
root_count = int(np.sum(scan[:-1] * scan[1:] < 0))
assert root_count == 1

# Jacobian against finite differences of the Ewald energies
J = jacobian(cells, p_true, z_true)
step = 1e-4
for row, cell in zip(J, cells):
    dp = (ewald_shift(cell, p_true*np.exp(step), z_true)
          - ewald_shift(cell, p_true*np.exp(-step), z_true)) / (2*step)
    dz = (ewald_shift(cell, p_true, z_true*np.exp(step))
          - ewald_shift(cell, p_true, z_true*np.exp(-step))) / (2*step)
    assert np.allclose(row[1:], [dp, dz], atol=1e-6)

# Linear noise prediction against repeated nonlinear solutions
amp = amplification(cells, p_true, z_true)
noise = 1e-3
rng = np.random.default_rng(17)
samples = np.array([solve(cells, exact_data + noise * rng.normal(size=3))
                    for _ in range(1500)])
sampled = np.array([np.std(samples[:, 0]), np.std(np.log(samples[:, 1])),
                    np.std(np.log(samples[:, 2]))])
# Sampling error of a standard deviation is about 2 percent here
assert np.allclose(sampled, noise * amp, rtol=0.08)
double_cells = [(2 * a, 2 * c) for a, c in cells]
double_amp = amplification(double_cells, p_true, z_true)
assert np.allclose(double_amp / amp, [1, 2, 2], rtol=1e-8)

# One shape at three sizes: another dielectric pair gives the same data
same_shape = [(1.2, 1.2), (1.8, 1.8), (2.4, 2.4)]
z_twin = 3.0
target = ewald_shift(same_shape[0], p_true, z_true)
p_twin = brentq(lambda p: ewald_shift(same_shape[0], p, z_twin) - target, 5, 15)
shape_gap = max(abs(ewald_shift(x, p_twin, z_twin)
                    - ewald_shift(x, p_true, z_true)) for x in same_shape)
assert shape_gap < 1e-9 and abs(p_twin / p_true - 1) > 0.01

# Varying only the height: near-singular inversion and its growth law
height_sets = [[(1.2, c) for c in heights]
               for heights in ((1.2, 1.8, 2.4), (1.5, 2.1, 2.7))]
height_amp, height_law = [], []
for design in height_sets:
    t1 = s_true * design[0][1] / design[0][0]
    height_amp.append(amplification(design, p_true, z_true)[0])
    height_law.append(np.sqrt(6) * alpha * np.exp(2*np.pi*t1)
                      / (8 * (1 + 2*np.pi*t1)))
# The law keeps only the leading exponential term
assert np.allclose(height_amp, height_law, rtol=0.06)
g_alt = 1.1 * g_true
p_alt = g_alt**2 / z_true
E_alt = E_true - half * alpha / 1.2 * (1/g_true - 1/g_alt)
height_gap = max(abs(E_alt + ewald_shift(x, p_alt, z_true)
                     - E_true - ewald_shift(x, p_true, z_true))
                 for x in height_sets[0])
assert height_gap < 1e-4 and abs(E_alt - E_true) > 0.03

# Bias from treating a finite charge as a point, for enlarged cells
width = 0.10
biases = {}
for factor in (1, 2, 4):
    larger = [(factor * a, factor * c) for a, c in cells]
    finite_data = np.array([E_true + gaussian_shift(x, p_true, z_true, width)
                            for x in larger])
    found = solve(larger, finite_data)
    biases[factor] = np.array([found[0] - E_true, found[1]/p_true - 1,
                               found[2]/z_true - 1])
ratio = biases[2] / biases[4]
# Higher multipoles and nonlinearity leave small corrections to the powers
assert np.allclose(ratio, [8, 4, 4], rtol=0.10)

# Alignment error of 10 meV in the smallest cell, inverse to volume
volumes = np.array([a * a * c for a, c in cells])
align_size = 0.010
align_solution = solve(cells, exact_data + align_size * volumes[0] / volumes)

print(f"C = {COULOMB:.6f} eV nm; charge q = {charge} e; alpha = {alpha:.6f}")
print(f"chosen E_iso = {E_true:.4f} eV; eps_parallel = {p_true:.3f}; eps_z = {z_true:.3f}")
print(f"chosen g = {g_true:.5f}; s = {s_true:.5f}")
s_found = np.sqrt(solution[1] / solution[2])
for index, (a, c) in enumerate(cells):
    t = s_found * c / a
    print(f"cell {index+1}: a={a:.1f} nm, c={c:.1f} nm, E={data[index]:.4f} eV,"
          f" t={t:.5f}, A={layer_A(t):.5f}")
for s in (1.0, 1.4, 1.5):
    print(f"root equation at s={s:.1f}: {residual(s, cells, data):+.6f} eV/nm")
print(f"roots found for 0.3 < s < 4: {root_count}")
print(f"solved s = {s_found:.5f}; g = {np.sqrt(solution[1]*solution[2]):.5f}")
print(f"solved E_iso = {solution[0]:.5f} eV = {solution[0]*const.e*1e19:.5f} e-19 J")
print(f"solved eps_parallel = {solution[1]:.4f}; eps_z = {solution[2]:.4f}")
print(f"largest layer-Ewald difference = {layer_error:.1e} eV")
print(f"largest density-Ewald difference = {density_error:.1e} eV")
for index, row in enumerate(J):
    print(f"Jacobian cell {index+1}: dE/dE_iso={row[0]:.0f},"
          f" dE/dln eps_p={row[1]:.5f} eV, dE/dln eps_z={row[2]:.5f} eV")
print(f"amplification: E_iso {amp[0]:.3f} (dimensionless)")
print(f"amplification: ln eps_p {amp[1]:.3f}, ln eps_z {amp[2]:.3f} per eV")
print(f"noise per energy = {noise*1000:.1f} meV")
print(f"predicted spread: E_iso {noise*amp[0]*1000:.2f} meV,"
      f" eps_p {100*noise*amp[1]:.2f}%, eps_z {100*noise*amp[2]:.2f}%")
print(f"sampled spread: E_iso {sampled[0]*1000:.2f} meV,"
      f" eps_p {100*sampled[1]:.2f}%, eps_z {100*sampled[2]:.2f}%")
print(f"same-shape twin: eps_p={p_twin:.4f}, eps_z={z_twin:.1f};"
      f" largest energy gap={shape_gap:.1e} eV")
for design, value, law in zip(height_sets, height_amp, height_law):
    heights = ", ".join(f"{c:.1f}" for _, c in design)
    print(f"a=1.2 nm, c={heights} nm: E_iso amplification={value:.1f}, law={law:.1f}")
print(f"height-only near twin: eps_p={p_alt:.3f}, eps_z={z_true:.3f}, E_iso={E_alt:.5f} eV")
print(f"near twin: E_iso shift={(E_alt-E_true)*1000:.2f} meV,"
      f" largest data change={height_gap*1000:.4f} meV")
print(f"Gaussian charge standard deviation = {width:.2f} nm")
for factor, bias in biases.items():
    print(f"size x{factor}: bias E_iso={bias[0]*1000:+.3f} meV,"
          f" eps_p={bias[1]*100:+.3f}%, eps_z={bias[2]*100:+.3f}%")
print(f"bias ratios x2/x4: E_iso {ratio[0]:.3f}, eps_p {ratio[1]:.3f}, eps_z {ratio[2]:.3f}")
print(f"alignment error in cell 1 = {align_size*1000:.1f} meV, scaled as 1/volume")
print(f"alignment bias: E_iso={(align_solution[0]-E_true)*1000:+.2f} meV,"
      f" eps_p={(align_solution[1]/p_true-1)*100:+.2f}%,"
      f" eps_z={(align_solution[2]/z_true-1)*100:+.2f}%")
print("checks complete")
```

It prints:

```
C = 1.439965 eV nm; charge q = 1 e; alpha = 3.900265
chosen E_iso = 3.0000 eV; eps_parallel = 8.000; eps_z = 4.000
chosen g = 5.65685; s = 1.41421
cell 1: a=1.2 nm, c=1.2 nm, E=2.7435 eV, t=1.41420, A=2.41819
cell 2: a=1.2 nm, c=2.4 nm, E=2.9005 eV, t=2.82839, A=0.93838
cell 3: a=2.4 nm, c=1.2 nm, E=2.8381 eV, t=0.70710, A=3.05307
root equation at s=1.0: -0.098018 eV/nm
root equation at s=1.4: -0.002964 eV/nm
root equation at s=1.5: +0.017607 eV/nm
roots found for 0.3 < s < 4: 1
solved s = 1.41420; g = 5.65521
solved E_iso = 3.00006 eV = 4.80662 e-19 J
solved eps_parallel = 7.9976; eps_z = 3.9989
largest layer-Ewald difference = 5.6e-17 eV
largest density-Ewald difference = 1.2e-05 eV
Jacobian cell 1: dE/dE_iso=1, dE/dln eps_p=0.20624 eV, dE/dln eps_z=0.05024 eV
Jacobian cell 2: dE/dE_iso=1, dE/dln eps_p=0.20684 eV, dE/dln eps_z=-0.10731 eV
Jacobian cell 3: dE/dE_iso=1, dE/dln eps_p=0.08724 eV, dE/dln eps_z=0.07467 eV
amplification: E_iso 2.261 (dimensionless)
amplification: ln eps_p 12.915, ln eps_z 9.006 per eV
noise per energy = 1.0 meV
predicted spread: E_iso 2.26 meV, eps_p 1.29%, eps_z 0.90%
sampled spread: E_iso 2.30 meV, eps_p 1.32%, eps_z 0.91%
same-shape twin: eps_p=8.4079, eps_z=3.0; largest energy gap=2.8e-17 eV
a=1.2 nm, c=1.2, 1.8, 2.4 nm: E_iso amplification=882.5, law=873.2
a=1.2 nm, c=1.5, 2.1, 2.7 nm: E_iso amplification=6723.6, law=6574.1
height-only near twin: eps_p=9.680, eps_z=4.000, E_iso=2.96239 eV
near twin: E_iso shift=-37.61 meV, largest data change=0.0751 meV
Gaussian charge standard deviation = 0.10 nm
size x1: bias E_iso=-3.680 meV, eps_p=+4.119%, eps_z=+4.377%
size x2: bias E_iso=-0.456 meV, eps_p=+0.984%, eps_z=+1.059%
size x4: bias E_iso=-0.057 meV, eps_p=+0.243%, eps_z=+0.263%
bias ratios x2/x4: E_iso 8.021, eps_p 4.046, eps_z 4.032
alignment error in cell 1 = 10.0 meV, scaled as 1/volume
alignment bias: E_iso=-6.00 meV, eps_p=+7.46%, eps_z=+3.30%
checks complete
```
